**Reduced phonon wavevector for g-type scattering in silicon**

For conduction minima at a fraction ξ = 0.85 of Γ–X, the program asserts that the transition (ξ,0,0) → (−ξ,0,0) needs the reciprocal-lattice vector G = (−2,0,0) and an absorbed phonon q = (0.30,0,0), in units of 2π/a with a the cubic lattice constant. It obtains q by a brute-force search for the shortest equivalent vector, and again from a lattice sum over a finite crystal, where one of 64,000 phonons is permitted. It also asserts the change from normal to umklapp at ξ = 1/2 and the reduced length 1.022 of the f-type phonon. For an electron of energy 3kT/2 at 300 K that absorbs a 60 meV phonon, 4000 random transitions all use the same G, and their rms axial spread of 0.090 agrees with the formula's 0.091. A local empirical-pseudopotential band calculation places the minimum within 0.004 of 0.85, and its basis-set shift is printed. That calculation omits spin–orbit coupling and nonlocal terms, and the program does not compute the strength of the electron–phonon coupling.

## Numerical verification

```python
"""
Result under test: in silicon, with conduction minima at xi = 0.85 of Gamma-X,
a g-type transition (xi,0,0) -> (-xi,0,0) is umklapp with G = (-2,0,0), and the
absorbed phonon has reduced wavevector 2(1-xi) = 0.30.
Symbols: a = cubic lattice constant; K = 2 pi/a is the unit of all wavevectors;
G = reciprocal-lattice vector; q = phonon wavevector in the first Brillouin zone.
Absorption convention: k_final - k_initial = q + G.
Energies are in eV unless a name says meV; lengths are in nm.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

# Rough typical silicon parameters
xi = 0.85
a_nm = 0.543
mass_long, mass_trans = 0.92, 0.19
phonon_eV = 0.060
temperature = 300.0
K_nm = 2 * np.pi / a_nm
kinetic_unit = (const.hbar * K_nm * 1e9) ** 2 / (2 * const.m_e) / const.e

# Reciprocal vectors found from their definition: unit phase on fcc translations
translations = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
candidates = np.array(list(itertools.product(range(-4, 5), repeat=3)))
turns = candidates @ translations.T
is_reciprocal = np.all(np.abs(turns - np.rint(turns)) < 1e-12, axis=1)
G_list = candidates[is_reciprocal]
parity = candidates % 2
same_parity = np.all(parity == parity[:, :1], axis=1)
assert np.array_equal(is_reciprocal, same_parity)
axial = G_list[(G_list[:, 0] > 0) & (G_list[:, 1] == 0) & (G_list[:, 2] == 0)]
shortest_axial = axial[:, 0].min()
assert shortest_axial == 2


def fold(vector):
    """Shortest representative, its G, and the number of equally short ones."""
    rest = np.asarray(vector) - G_list
    length = np.linalg.norm(rest, axis=1)
    best = np.argmin(length)
    count = np.sum(length < length[best] + 1e-9)
    return rest[best], G_list[best], int(count)


# g-type transition between the two minima
k_start = np.array([xi, 0, 0])
k_end = -k_start
transfer = k_end - k_start
q_g, G_g, count_g = fold(transfer)
assert np.allclose(q_g, [2 * (1 - xi), 0, 0])
assert np.array_equal(G_g, [-2, 0, 0]) and count_g == 1
q_emit, G_emit, _ = fold(-transfer)
assert np.allclose(q_emit, -q_g)

# Independent road: scan every phonon of a finite periodic fcc crystal
cells = 40
index = np.array(np.meshgrid(*[np.arange(cells)] * 3, indexing="ij"))
sites = np.tensordot(translations.T, index, axes=(1, 0))
phase = np.exp(2j * np.pi * np.tensordot(k_start - k_end, sites, axes=(0, 0)))
lattice_sum = np.abs(np.fft.ifftn(phase))
allowed = np.argwhere(lattice_sum > 1e-6)
assert len(allowed) == 1 and abs(lattice_sum.max() - 1) < 1e-8
primitive_reciprocal = np.linalg.inv(translations).T
q_scan, _, _ = fold(allowed[0] / cells @ primitive_reciprocal)
assert np.allclose(q_scan, q_g, atol=1e-9)

# General criterion on both sides of one half
for trial in (0.10, 0.30, 0.45, 0.55, 0.70, 0.85, 0.95):
    q_trial, G_trial, _ = fold([-2 * trial, 0, 0])
    predicted = 2 * trial if trial < 0.5 else 2 * (1 - trial)
    assert abs(np.linalg.norm(q_trial) - predicted) < 1e-12
    assert np.any(G_trial != 0) == (trial > 0.5)

# f-type contrast
f_transfer = np.array([-xi, xi, 0])
q_f, G_f, count_f = fold(f_transfer)
f_length = np.linalg.norm(q_f)
assert abs(f_length - np.sqrt(1 + 2 * (1 - xi) ** 2)) < 1e-12
assert count_f == 2 and np.any(G_f != 0)

# Two-atom structure factor at (2,0,0)
basis = np.array([[0, 0, 0], [0.25, 0.25, 0.25]])
structure_200 = abs(np.exp(2j * np.pi * basis @ np.array([2, 0, 0])).sum())
assert structure_200 < 1e-12

# Spread of q for a thermal electron that absorbs one phonon
E_initial = 1.5 * const.k * temperature / const.e
E_final = E_initial + phonon_eV


def excursion(energy, mass):
    return np.sqrt(mass * energy / kinetic_unit)


kappa_i = excursion(E_initial, mass_long)
kappa_f = excursion(E_final, mass_long)
spread_max = kappa_i + kappa_f
spread_rms = np.sqrt((kappa_i ** 2 + kappa_f ** 2) / 3)
rng = np.random.default_rng(7)
samples = 4000


def random_states(energy, centre):
    direction = rng.normal(size=(samples, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    masses = np.array([mass_long, mass_trans, mass_trans])
    states = centre + direction * excursion(energy, masses)
    offset = states - centre
    energies = kinetic_unit * np.sum(offset ** 2 / masses, axis=1)
    assert np.allclose(energies, energy)
    return states


initial = random_states(E_initial, k_start)
final = random_states(E_final, k_end)
q_samples = []
umklapp_count = 0
for k_i, k_f in zip(initial, final):
    assert np.all(fold(k_i)[1] == 0) and np.all(fold(k_f)[1] == 0)
    q_one, G_one, _ = fold(k_f - k_i)
    q_samples.append(q_one[0])
    umklapp_count += np.array_equal(G_one, [-2, 0, 0])
deviation = np.array(q_samples) - q_g[0]
sample_rms = np.sqrt(np.mean(deviation ** 2))
sample_max = np.abs(deviation).max()
assert umklapp_count == samples
# Sampling error of the rms is about one percent
assert abs(sample_rms / spread_rms - 1) < 0.05
assert 0.85 * spread_max < sample_max <= spread_max + 1e-12

# Local empirical pseudopotential, rounded form factors keyed by |G|^2
form_factor = {3: -2.86, 8: 0.54, 11: 1.09}
wide = np.array(list(itertools.product(range(-9, 10), repeat=3)))
wide = wide[np.all(wide % 2 == wide[:, :1] % 2, axis=1)]


def conduction_band(cutoff, centre):
    """Fifth band along the x axis in a fixed plane-wave basis."""
    waves = wide[np.sum((wide + centre) ** 2, axis=1) <= cutoff]
    difference = waves[:, None, :] - waves[None, :, :]
    square = np.sum(difference ** 2, axis=2)
    potential = np.zeros(square.shape)
    for size, strength in form_factor.items():
        potential[square == size] = strength
    potential *= np.cos(np.pi * difference.sum(axis=2) / 4)

    def energy(kx):
        kinetic = kinetic_unit * np.sum((waves + [kx, 0, 0]) ** 2, axis=1)
        return np.linalg.eigvalsh(potential + np.diag(kinetic))[4]

    return energy, len(waves)


def valley(cutoff):
    energy, size = conduction_band(cutoff, np.array([1, 0, 0]))
    grid = np.linspace(0, 1, 21)
    place = grid[np.argmin([energy(x) for x in grid])]
    low, high = max(place - 0.05, 0), min(place + 0.05, 1)
    found = minimize_scalar(energy, bounds=(low, high), method="bounded",
                            options={"xatol": 1e-5})
    return energy, size, found.x, found.fun, energy(1.0) - found.fun


_, size_low, xi_low, _, rise_low = valley(30)
band, size_high, xi_band, E_min, rise_X = valley(49)
assert 0.75 < xi_band < 0.95
assert abs(xi_band - xi_low) < 0.01 and abs(rise_X - rise_low) < 0.01
step = 0.01
curvature = (band(xi_band + step) - 2 * E_min + band(xi_band - step)) / step ** 2
band_mass = 2 * kinetic_unit / curvature
gamma_side = brentq(lambda x: band(x) - E_min - E_final, 0.4, xi_band)
band_excursion = xi_band - gamma_side

# Equivalent points agree although the truncated basis is not periodic in k
plain_band, _ = conduction_band(49, np.array([0, 0, 0]))
E_left, E_right, E_wrong = [plain_band(x) for x in (-xi, 2 - xi, 1 - xi)]
assert abs(E_left - E_right) < 0.02
assert abs(E_left - E_wrong) > 0.2

# Other neglected effects
xi_error = 0.01
q_shift = abs(np.linalg.norm(fold([-2 * (xi + xi_error), 0, 0])[0]) - q_g[0])
assert abs(q_shift - 2 * xi_error) < 1e-12
expansion_per_K, heating_K = 3e-6, 100.0
expansion_change = expansion_per_K * heating_K

print("INPUTS (rough typical silicon values)")
print(f"valley position xi: {xi:.2f} of Gamma-X")
print(f"lattice constant: {a_nm:.3f} nm")
print(f"masses, longitudinal and transverse: {mass_long}, {mass_trans} m_e")
print(f"phonon energy: {phonon_eV*1e3:.0f} meV; temperature: {temperature:.0f} K")
print("KINEMATICS (wavevectors in 2pi/a unless stated)")
print(f"2pi/a: {K_nm:.2f} 1/nm")
print(f"shortest G along the axis: {shortest_axial}")
print(f"electron transfer along x: {transfer[0]:.2f}")
print(f"G for absorption: {G_g.tolist()}")
print(f"q absorbed, along x: {q_g[0]:.2f}")
print(f"q emitted, along x: {q_emit[0]:.2f}")
print(f"reduced phonon wavevector: {q_g[0]*K_nm:.2f} 1/nm")
print(f"phonon wavelength: {a_nm/q_g[0]:.2f} nm")
print(f"phonons scanned in finite crystal: {cells**3}; allowed: {len(allowed)}")
print(f"q found by that scan, along x: {q_scan[0]:.2f}")
print(f"structure factor magnitude at (2,0,0): {structure_200:.1f}")
print(f"f-type transfer length: {np.linalg.norm(f_transfer):.3f}")
print(f"f-type reduced length: {f_length:.3f}; representatives: {count_f}")
print("FINITE ELECTRON ENERGY (absorption)")
print(f"initial energy 3kT/2: {E_initial*1e3:.1f} meV")
print(f"final energy: {E_final*1e3:.1f} meV")
print(f"axial excursion, initial: {kappa_i:.3f}; final: {kappa_f:.3f}")
print(f"largest axial spread of q: {spread_max:.3f}; sampled: {sample_max:.3f}")
print(f"rms axial spread of q: {spread_rms:.3f}; sampled: {sample_rms:.3f}")
print(f"sampled transitions with G=(-2,0,0): {umklapp_count} of {samples}")
print("BAND CHECK (local empirical pseudopotential)")
print("form factors at |G|^2 = 3, 8, 11: "
      + ", ".join(f"{v:.2f}" for v in form_factor.values()) + " eV")
print(f"plane waves, small and large basis: {size_low}, {size_high}")
print(f"valley position: {xi_band:.4f}; basis shift: {xi_band-xi_low:.1e}")
print(f"q implied by this valley: {2*(1-xi_band):.3f}")
print(f"longitudinal mass: {band_mass:.3f} m_e")
print(f"energy rise from minimum to X: {rise_X*1e3:.1f} meV")
print(f"basis shift of that rise: {(rise_X-rise_low)*1e3:.3f} meV")
print(f"parabolic rise to X: {kinetic_unit*(1-xi)**2/mass_long*1e3:.1f} meV")
print(f"Gamma-side excursion at final energy: {band_excursion:.3f}")
print(f"its ratio to the parabolic excursion: {band_excursion/kappa_f:.3f}")
print(f"energy mismatch of -0.85 and 1.15: {abs(E_left-E_right)*1e3:.3f} meV")
print(f"energy difference of -0.85 and 0.15: {abs(E_left-E_wrong):.2f} eV")
print("OTHER NEGLECTED EFFECTS")
print(f"change of q for a shift {xi_error} in xi: {q_shift:.2f}")
print(f"rough expansion coefficient: {expansion_per_K:.0e} 1/K")
print(f"relative change of 2pi/a for {heating_K:.0f} K heating: "
      f"{-expansion_change:.1e}")
print("done: every assertion held")
```

Output:

```
INPUTS (rough typical silicon values)
valley position xi: 0.85 of Gamma-X
lattice constant: 0.543 nm
masses, longitudinal and transverse: 0.92, 0.19 m_e
phonon energy: 60 meV; temperature: 300 K
KINEMATICS (wavevectors in 2pi/a unless stated)
2pi/a: 11.57 1/nm
shortest G along the axis: 2
electron transfer along x: -1.70
G for absorption: [-2, 0, 0]
q absorbed, along x: 0.30
q emitted, along x: -0.30
reduced phonon wavevector: 3.47 1/nm
phonon wavelength: 1.81 nm
phonons scanned in finite crystal: 64000; allowed: 1
q found by that scan, along x: 0.30
structure factor magnitude at (2,0,0): 0.0
f-type transfer length: 1.202
f-type reduced length: 1.022; representatives: 2
FINITE ELECTRON ENERGY (absorption)
initial energy 3kT/2: 38.8 meV
final energy: 98.8 meV
axial excursion, initial: 0.084; final: 0.133
largest axial spread of q: 0.217; sampled: 0.212
rms axial spread of q: 0.091; sampled: 0.090
sampled transitions with G=(-2,0,0): 4000 of 4000
BAND CHECK (local empirical pseudopotential)
form factors at |G|^2 = 3, 8, 11: -2.86, 0.54, 1.09 eV
plane waves, small and large basis: 190, 360
valley position: 0.8535; basis shift: -2.7e-05
q implied by this valley: 0.293
longitudinal mass: 0.873 m_e
energy rise from minimum to X: 128.8 meV
basis shift of that rise: 0.035 meV
parabolic rise to X: 124.8 meV
Gamma-side excursion at final energy: 0.132
its ratio to the parabolic excursion: 0.986
energy mismatch of -0.85 and 1.15: 0.007 meV
energy difference of -0.85 and 0.15: 2.25 eV
OTHER NEGLECTED EFFECTS
change of q for a shift 0.01 in xi: 0.02
rough expansion coefficient: 3e-06 1/K
relative change of 2pi/a for 100 K heating: -3.0e-04
done: every assertion held
```
